# Why the r-squared trace does not drive one-photon monopole transitions: a numerical check

```python
"""
Result under test: in one-photon emission the second moment S_ab=<f|r_a r_b|i>
acts only through its traceless part Q_ab = S_ab - delta_ab Tr(S)/3, because
the photon polarization e obeys k.e = 0.  The r^2 trace gives no photon.
Full amplitude: M = <f| exp(-i k.r) e.p |i>, with p = -i grad.
Quadrupole rate: omega^5/(10 c^5) sum |Q_ab|^2.
Hartree atomic units; k = wave vector, omega = E_i - E_f, c = 1/alpha.
Hydrogen states with a fixed nucleus, no spin.  Full amplitudes are computed
by three-dimensional quadrature without a multipole expansion.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, fine_structure

c = 1.0 / fine_structure
time_unit = physical_constants["atomic unit of time"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]

# Quadrature grid in spherical coordinates
t, wt = np.polynomial.legendre.leggauss(100)
radius, w_radius = 40.0 * (t + 1.0), 40.0 * wt
u, w_u = np.polynomial.legendre.leggauss(32)
n_phi = 48
phi = 2.0 * np.pi * np.arange(n_phi) / n_phi
R, U, PHI = np.meshgrid(radius, u, phi, indexing="ij")
SIN = np.sqrt(1.0 - U**2)
points = np.array([(R * SIN * np.cos(PHI)).ravel(),
                   (R * SIN * np.sin(PHI)).ravel(), (R * U).ravel()])
weight = (w_radius[:, None, None] * w_u[None, :, None]
          * (2.0 * np.pi / n_phi) * R**2).ravel()
dist = R.ravel()

# Hydrogen functions and their exact gradients on the grid
x, y, z = sp.symbols("x y z", real=True)
r = sp.sqrt(x**2 + y**2 + z**2)
formulas = {
    "1s": sp.exp(-r) / sp.sqrt(sp.pi),
    "2pz": z * sp.exp(-r / 2) / (4 * sp.sqrt(2 * sp.pi)),
    "3s": (27 - 18*r + 2*r**2) * sp.exp(-r/3) / (81 * sp.sqrt(3*sp.pi)),
    "3d": (3*z**2 - r**2) * sp.exp(-r/3) / (81 * sp.sqrt(6*sp.pi)),
}
psi, grad = {}, {}
for name, formula in formulas.items():
    psi[name] = sp.lambdify((x, y, z), formula, "numpy")(*points)
    grad[name] = np.array([
        sp.lambdify((x, y, z), sp.diff(formula, q), "numpy")(*points)
        for q in (x, y, z)])
weight_s, weight_d = 0.6, 0.8
psi["mix"] = weight_s * psi["3s"] + weight_d * psi["3d"]
grad["mix"] = weight_s * grad["3s"] + weight_d * grad["3d"]


def energy(name):
    kinetic = 0.5 * np.sum(grad[name]**2, axis=0)
    return np.sum(weight * (kinetic - psi[name]**2 / dist))


def second_moment(initial):
    density = weight * psi["1s"] * psi[initial]
    return np.einsum("n,an,bn->ab", density, points, points)


def traceless(S):
    return S - np.eye(3) * np.trace(S) / 3.0


def vector_amplitude(initial, k):
    """<1s| exp(-i k.r) p |initial>; k may be complex."""
    wave = np.exp(-1j * np.dot(k, points))
    return -1j * (grad[initial] @ (weight * psi["1s"] * wave))


def form_factor(initial, k):
    wave = np.exp(-1j * np.dot(k, points))
    return np.sum(weight * psi["1s"] * wave * psi[initial])


def photon_frame(cos_t, az):
    sin_t = np.sqrt(1.0 - cos_t**2)
    n = np.array([sin_t*np.cos(az), sin_t*np.sin(az), cos_t])
    e_theta = np.array([cos_t*np.cos(az), cos_t*np.sin(az), -sin_t])
    e_phi = np.array([-np.sin(az), np.cos(az), 0.0])
    return n, e_theta, e_phi


# States: normalization, orthogonality, energies
for name in ("1s", "2pz", "3s", "3d", "mix"):
    assert abs(np.sum(weight * psi[name]**2) - 1.0) < 1e-9
for name in ("3s", "3d"):
    assert abs(np.sum(weight * psi["1s"] * psi[name])) < 1e-11
E1, E3s, E3d = energy("1s"), energy("3s"), energy("3d")
assert abs(E3s - E3d) < 1e-9
assert abs(E1 + 0.5) < 1e-9 and abs(E3s + 1.0 / 18.0) < 1e-9
omega = E3s - E1
k_photon = omega / c

# Commutator relation, including its nonzero trace
S = {name: second_moment(name) for name in ("3s", "3d", "mix")}
Q = {name: traceless(S[name]) for name in S}
for name in S:
    rp = -1j * np.einsum("n,an,bn->ab", weight * psi["1s"],
                         points, grad[name])
    assert np.max(abs(rp - rp.T)) < 1e-10
    assert np.max(abs(rp + rp.T + 1j * omega * S[name])) < 1e-8
trace_3s = np.trace(S["3s"])
assert abs(trace_3s) > 0.5
assert np.max(abs(Q["3s"])) < 1e-10

# One direction: full amplitude against the traceless quadrupole formula
n45, e45, _ = photon_frame(np.sqrt(0.5), 0.7)
M_full = vector_amplitude("mix", k_photon * n45) @ e45
M_quad = -0.5 * omega * k_photon * (n45 @ Q["mix"] @ e45)
assert abs(M_full / M_quad - 1.0) < 1e-3


# Rate from the full plane wave, all directions and both polarizations
def plane_wave_rate(initial):
    nodes, node_weights = np.polynomial.legendre.leggauss(4)
    total = 0.0
    for cos_t, wc in zip(nodes, node_weights):
        for az in 2.0 * np.pi * np.arange(6) / 6:
            n, e1, e2 = photon_frame(cos_t, az)
            V = vector_amplitude(initial, k_photon * n)
            total += wc * (2*np.pi/6) * (abs(V @ e1)**2 + abs(V @ e2)**2)
    return omega / (2.0 * np.pi * c**3) * total / time_unit


prefactor = omega**5 / (10.0 * c**5) / time_unit
rate_full = {name: plane_wave_rate(name) for name in S}
rate_quad = {name: prefactor * np.sum(Q[name]**2) for name in S}
rate_wrong = {name: prefactor * np.sum(S[name]**2) for name in S}
for name in ("3d", "mix"):
    assert abs(rate_full[name] / rate_quad[name] - 1.0) < 1e-3
assert rate_full["3s"] < 1e-16 * rate_full["3d"]
assert abs(rate_full["mix"] / rate_wrong["mix"] - 1.0) > 0.3
assert abs(rate_wrong["3s"] / rate_quad["3d"] - 1.0) < 1e-8

# Large k in a general direction: transverse part zero, longitudinal not
k_large = 0.8
n, e1, e2 = photon_frame(0.37, 1.1)
V = vector_amplitude("3s", k_large * n)
transverse = np.sqrt(abs(V @ e1)**2 + abs(V @ e2)**2)
longitudinal = V @ n
F_large = form_factor("3s", k_large * n)
long_formula = (omega / k_large + k_large / 2.0) * F_large
assert transverse < 1e-11
assert abs(longitudinal) > 1e-3
assert abs(longitudinal - long_formula) < 1e-9

# Evanescent wave: k.e = 0 without complex conjugation
k_ev = np.array([0.5, 0.0, 0.3j])
e_ev = np.array([0.3j, 0.0, -0.5]) / np.sqrt(0.34)
V_ev = vector_amplitude("3s", k_ev)
evanescent = abs(V_ev @ e_ev)
not_source_free = abs(V_ev @ e_ev.conj())
assert evanescent < 1e-11 and not_source_free > 1e-3

# Small-q Coulomb form factor is governed by r^2
deviation, F_small, F_lead = {}, {}, {}
for q in (0.1, 0.05):
    F_small[q] = form_factor("3s", q * n).real
    F_lead[q] = -q**2 * trace_3s / 6.0
    deviation[q] = F_small[q] / F_lead[q] - 1.0
assert abs(deviation[0.1]) < 0.02
assert 3.8 < deviation[0.1] / deviation[0.05] < 4.2

# An r^2 term that survives transversality: correction to 2p -> 1s
density_p = weight * psi["1s"] * psi["2pz"]
cubic = np.sum(density_p * (n @ points)**2 * (e1 @ points))
cubic_trace = np.sum(density_p * dist**2 * (e1 @ points)) / 5.0
assert abs(cubic) > 0.01 and abs(cubic - cubic_trace) < 1e-9

print(f"speed of light c = {c:.4f} a.u.")
print(f"energy of 1s = {E1:.6f} hartree")
print(f"energy of 3s and 3d = {E3s:.6f} hartree")
print(f"photon energy omega = {omega:.6f} hartree")
print(f"photon energy omega = {omega*hartree_ev:.3f} eV")
print(f"photon wave number k = {k_photon:.6e} bohr^-1")
print(f"<1s|r^2|3s> = {trace_3s:.6f} bohr^2")
print(f"3s: S_xx = S_yy = S_zz = {S['3s'][2,2]:.6f} bohr^2")
print(f"3d: S_xx = S_yy = {S['3d'][0,0]:.6f} bohr^2")
print(f"3d: S_zz = {S['3d'][2,2]:.6f} bohr^2")
print(f"mixed state weights: {weight_s} (3s), {weight_d} (3d)")
print(f"mixed: S_xx = S_yy = {S['mix'][0,0]:.6f} bohr^2")
print(f"mixed: S_zz = {S['mix'][2,2]:.6f} bohr^2")
print(f"mixed: Q_xx = Q_yy = {Q['mix'][0,0]:.6f} bohr^2")
print(f"mixed: Q_zz = {Q['mix'][2,2]:.6f} bohr^2")
for name in ("3s", "3d", "mix"):
    print(f"{name}: sum |S_ab|^2 = {np.sum(S[name]**2):.6f} bohr^4")
    print(f"{name}: sum |Q_ab|^2 = {np.sum(Q[name]**2):.6f} bohr^4")
print(f"mixed, 45 deg, full amplitude = {M_full.real:.6e} a.u.")
print(f"mixed, 45 deg, quadrupole amplitude = {M_quad:.6e} a.u.")
print(f"3d rate, full plane wave = {rate_full['3d']:.2f} s^-1")
print(f"3d rate, traceless formula = {rate_quad['3d']:.2f} s^-1")
print(f"mixed rate, full plane wave = {rate_full['mix']:.2f} s^-1")
print(f"mixed rate, traceless formula = {rate_quad['mix']:.2f} s^-1")
print(f"mixed rate, mistaken untraced = {rate_wrong['mix']:.2f} s^-1")
print(f"3s rate, full plane wave = {rate_full['3s']:.0e} s^-1 (rounding)")
print(f"3s rate, mistaken untraced = {rate_wrong['3s']:.2f} s^-1")
print(f"3s test wave number = {k_large:.1f} bohr^-1")
print(f"3s transverse amplitude = {transverse:.0e} a.u. (rounding)")
print(f"3s longitudinal amplitude = {longitudinal.real:.6f} a.u.")
print(f"3s longitudinal from form factor = {long_formula.real:.6f} a.u.")
print(f"3s evanescent amplitude = {evanescent:.0e} a.u. (rounding)")
print(f"3s, evanescent k but k.e nonzero = {not_source_free:.6f} a.u.")
for q in (0.1, 0.05):
    print(f"q = {q} bohr^-1: form factor 1s-3s = {F_small[q]:.6e}")
    print(f"q = {q} bohr^-1: -q^2<r^2>/6 = {F_lead[q]:.6e}")
print(f"2p-1s <(n.r)^2 (e.r)> = {cubic:.6f} bohr^3")
print(f"2p-1s <r^2 (e.r)>/5 = {cubic_trace:.6f} bohr^3")
print("PASS")
```

Output:

```
speed of light c = 137.0360 a.u.
energy of 1s = -0.500000 hartree
energy of 3s and 3d = -0.055556 hartree
photon energy omega = 0.444444 hartree
photon energy omega = 12.094 eV
photon wave number k = 3.243268e-03 bohr^-1
<1s|r^2|3s> = -1.096063 bohr^2
3s: S_xx = S_yy = S_zz = -0.365354 bohr^2
3d: S_xx = S_yy = -0.258345 bohr^2
3d: S_zz = 0.516689 bohr^2
mixed state weights: 0.6 (3s), 0.8 (3d)
mixed: S_xx = S_yy = -0.425888 bohr^2
mixed: S_zz = 0.194139 bohr^2
mixed: Q_xx = Q_yy = -0.206676 bohr^2
mixed: Q_zz = 0.413351 bohr^2
3s: sum |S_ab|^2 = 0.400452 bohr^4
3s: sum |Q_ab|^2 = 0.000000 bohr^4
3d: sum |S_ab|^2 = 0.400452 bohr^4
3d: sum |Q_ab|^2 = 0.400452 bohr^4
mix: sum |S_ab|^2 = 0.400452 bohr^4
mix: sum |Q_ab|^2 = 0.256289 bohr^4
mixed, 45 deg, full amplitude = 2.234309e-04 a.u.
mixed, 45 deg, quadrupole amplitude = 2.234349e-04 a.u.
3d rate, full plane wave = 594.06 s^-1
3d rate, traceless formula = 594.09 s^-1
mixed rate, full plane wave = 380.20 s^-1
mixed rate, traceless formula = 380.21 s^-1
mixed rate, mistaken untraced = 594.09 s^-1
3s rate, full plane wave = 8e-25 s^-1 (rounding)
3s rate, mistaken untraced = 594.09 s^-1
3s test wave number = 0.8 bohr^-1
3s transverse amplitude = 5e-17 a.u. (rounding)
3s longitudinal amplitude = 0.067925 a.u.
3s longitudinal from form factor = 0.067925 a.u.
3s evanescent amplitude = 8e-17 a.u. (rounding)
3s, evanescent k but k.e nonzero = 0.044347 a.u.
q = 0.1 bohr^-1: form factor 1s-3s = 1.816384e-03
q = 0.1 bohr^-1: -q^2<r^2>/6 = 1.826772e-03
q = 0.05 bohr^-1: form factor 1s-3s = 4.560491e-04
q = 0.05 bohr^-1: -q^2<r^2>/6 = 4.566931e-04
2p-1s <(n.r)^2 (e.r)> = -1.845517 bohr^3
2p-1s <r^2 (e.r)>/5 = -1.845517 bohr^3
PASS
```
